# Chebyshev Time Propagation: Error Bounds and Operation Counts against Short-Iterative Lanczos: verification in Python

```python
# Result under test: for Hermitian H with spectrum in [low, high] (hbar = 1),
#   exp(-i H t) = exp(-i mid t) sum_k (2 - delta_k0) (-i)^k J_k(alpha) T_k(X),
#   half = (high-low)/2, mid = (high+low)/2, X = (H-mid)/half, alpha = half*t.
# Truncated after order K (K+2 > alpha), the error is at most
#   2 J_{K+1}(alpha) / (1 - exp(-arccosh((K+2)/alpha))).
# The cost is compared with short-iterative Lanczos (SIL): Krylov dimension m,
# tridiagonal matrix with diagonal "diag" and off-diagonal "off" (beta_j).
# Model: mass 1, V = x^2/2 on a periodic Fourier grid, atomic units.
import math
import numpy as np
from scipy.special import jv

# ---------- Bessel coefficients and their decay ----------
theta_mid = (np.arange(400) + 0.5) * np.pi / 400
for k in range(61):
    integral = np.mean(np.exp(-30j * np.cos(theta_mid)) * np.cos(k * theta_mid))
    assert abs(integral - (-1j) ** k * jv(k, 30.0)) < 1e-12

for a in (5.5, 40.0, 212.3):
    for k in range(math.floor(a), math.floor(a) + 60):
        ratio = jv(k + 1, a) / jv(k, a)
        assert 0 < ratio <= math.exp(-math.acosh((k + 1) / a)) * (1 + 1e-10)
        n = k + 1
        envelope = math.exp(-(n * math.acosh(n / a) - math.sqrt(n * n - a * a)))
        assert jv(n, a) <= envelope


def tail_bound(order, a):
    return 2 * jv(order + 1, a) / (1 - math.exp(-math.acosh((order + 2) / a)))


def order_from_bound(a, eps):
    order = math.ceil(a)
    while tail_bound(order, a) > eps:
        order += 1
    return order


# ---------- operation ledger: real additions and multiplications ----------
ledger = {"applies": 0, "flops": 0}


def reset():
    ledger["applies"] = 0
    ledger["flops"] = 0


def add_scaled(y, a, x):
    a = complex(a)
    ledger["flops"] += (8 if a.real and a.imag else 4) * x.size
    return y + a * x


def inner_real(x, y):
    ledger["flops"] += 4 * x.size
    return np.vdot(x, y).real


def apply_grid(kin, pot, v):
    size = v.size
    ledger["applies"] += 1
    ledger["flops"] += 10 * size * int(math.log2(size)) + 6 * size
    return np.fft.ifft(kin * np.fft.fft(v)) + pot * v


# ---------- grid Hamiltonian ----------
N, length, shift, total_time, target = 128, 24.0, 3.0, 2.0, 1e-8
dx = length / N
x = -length / 2 + dx * np.arange(N)
kinetic = 0.5 * (2 * np.pi * np.fft.fftfreq(N, dx)) ** 2
potential = 0.5 * x ** 2
low, high = 0.0, kinetic.max() + potential.max()
half, mid = (high - low) / 2, (high + low) / 2
alpha = half * total_time

dense = np.fft.ifft(kinetic[:, None] * np.fft.fft(np.eye(N), axis=0), axis=0).real
dense = dense + np.diag(potential)
energy, vectors = np.linalg.eigh((dense + dense.T) / 2)
assert low < energy[0] and energy[-1] < high


def exact(psi, t):
    return vectors @ (np.exp(-1j * energy * t) * (vectors.T @ psi))


def coherent(t):
    xc, pc = shift * math.cos(t), -shift * math.sin(t)
    phase = pc * x - pc * xc / 2 - t / 2
    return np.pi ** -0.25 * np.exp(-(x - xc) ** 2 / 2 + 1j * phase) * math.sqrt(dx)


rng = np.random.default_rng(7)
noise = rng.normal(size=N) + 1j * rng.normal(size=N)
states = {"coherent": coherent(0.0), "random": noise / np.linalg.norm(noise)}


# ---------- the two propagators ----------
def chebyshev(psi, t, order, e_low, e_high):
    radius, centre = (e_high - e_low) / 2, (e_high + e_low) / 2
    kin2, pot2 = 2 * kinetic / radius, 2 * (potential - centre) / radius
    bessel = jv(np.arange(order + 1), radius * t)
    powers = [1, -1j, -1, 1j]
    result = add_scaled(np.zeros(psi.size, complex), bessel[0], psi)
    previous, current = psi, 0.5 * apply_grid(kin2, pot2, psi)
    ledger["flops"] += 2 * psi.size
    result = add_scaled(result, 2 * bessel[1] * powers[1], current)
    for k in range(2, order + 1):
        previous, current = current, apply_grid(kin2, pot2, current) - previous
        ledger["flops"] += 2 * psi.size
        result = add_scaled(result, 2 * bessel[k] * powers[k % 4], current)
    ledger["flops"] += 6 * psi.size
    return np.exp(-1j * centre * t) * result


def lanczos_step(apply_h, psi, tau, m):
    basis, diag, off = [psi], [], []
    for j in range(m):
        w = apply_h(basis[j])
        if j:
            w = add_scaled(w, -off[j - 1], basis[j - 1])
        diag.append(inner_real(basis[j], w))
        w = add_scaled(w, -diag[j], basis[j])
        off.append(math.sqrt(inner_real(w, w)))
        if j < m - 1:
            basis.append(w / off[j])
            ledger["flops"] += 2 * psi.size
    small = np.diag(diag) + np.diag(off[:-1], 1) + np.diag(off[:-1], -1)
    ritz, q = np.linalg.eigh(small)
    coefficients = q @ (np.exp(-1j * ritz * tau) * q[0])
    result = np.zeros(psi.size, complex)
    for c, v in zip(coefficients, basis):
        result = add_scaled(result, c, v)
    return result, np.array(off)


def grid_h(v):
    return apply_grid(kinetic, potential, v)


print(f"grid points {N}, length {length} bohr, spacing {dx:.4f} bohr")
print(f"propagation time {total_time} a.u., displacement {shift} bohr")
print(f"target final error {target:.0e}")
print(f"max kinetic {kinetic.max():.3f}, max potential {potential.max():.3f} hartree")
print(f"true spectrum {energy[0]:.4f} to {energy[-1]:.3f} hartree")
print(f"half width used R {half:.3f} hartree, alpha = R t {alpha:.3f}")

# ---------- uniform truncation error around order = alpha ----------
theta = np.linspace(0, np.pi, 2001)
orders = np.arange(331)
weights = np.where(orders == 0, 1, 2) * (-1j) ** (orders % 4) * jv(orders, alpha)
partial = np.cumsum(weights[:, None] * np.cos(np.outer(orders, theta)), axis=0)
uniform = np.abs(partial - np.exp(-1j * alpha * np.cos(theta))).max(axis=1)
all_j = jv(np.arange(600), alpha)
print("K/alpha, K, uniform error, Parseval lower limit, upper bound:")
for fraction in (0.5, 0.9, 1.0, 1.05, 1.1, 1.15, 1.2):
    K = round(fraction * alpha)
    lower = math.sqrt(2 * np.sum(all_j[K + 1:] ** 2))
    assert uniform[K] >= lower * (1 - 1e-6) - 1e-12
    upper_text = "none"
    if K + 2 > alpha:
        upper = tail_bound(K, alpha)
        assert uniform[K] <= upper + 1e-12
        upper_text = f"{upper:.2e}"
    print(f"  {fraction:.2f} {K} {uniform[K]:.2e} {lower:.2e} {upper_text}")
    if fraction < 0.95:
        arc = math.sqrt(2 / math.pi * math.acos(K / alpha))
        assert abs(lower - arc) < 0.05
        print(f"    arccos estimate of the lower limit {arc:.3f}")

print("ratio J_(k+1)/J_k and its bound at k/alpha:")
previous_ratio = 1.0
for fraction in (1.1, 1.5, 2.0):
    k = round(fraction * alpha)
    ratio = jv(k + 1, alpha) / jv(k, alpha)
    assert ratio < previous_ratio
    previous_ratio = ratio
    print(f"  {fraction:.1f} {ratio:.4f} {math.exp(-math.acosh((k + 1) / alpha)):.4f}")

print("alpha, order K from bound for 1e-8, edge-law K, K/alpha:")
for a in (10.0, 100.0, 1000.0, 10000.0):
    K = order_from_bound(a, target)
    excess = (3 * math.log(1 / target) / (2 * math.sqrt(2))) ** (2 / 3) * a ** (1 / 3)
    assert abs(K - a - excess) < 0.2 * excess
    print(f"  {a:.0f} {K} {a + excess:.1f} {K / a:.4f}")

# ---------- Chebyshev on the grid, against the analytic coherent state ----------
safe_order = order_from_bound(alpha, 1e-12)
final = chebyshev(states["coherent"], total_time, safe_order, low, high)
analytic_error = np.linalg.norm(final - coherent(total_time))
assert analytic_error < 1e-10
print(f"K {safe_order}: error against analytic state {analytic_error:.1e}")

bad_high = 0.9 * energy[-1]
bad_order = order_from_bound(bad_high / 2 * total_time, target)
bad = chebyshev(states["random"], total_time, bad_order, low, bad_high)
bad_error = np.linalg.norm(bad - exact(states["random"], total_time))
assert bad_error > 1e3
print(f"upper end at 0.9 of true maximum, K {bad_order}: error {bad_error:.1e}")

# ---------- Lanczos: one-step bounds and state dependence ----------
for name, tau in (("coherent", 0.1), ("random", 0.02)):
    psi = states[name]
    step, off = lanczos_step(grid_h, psi, tau, 8)
    error = np.linalg.norm(step - exact(psi, tau))
    bound = np.prod(off) * tau ** 8 / math.factorial(8)
    assert error <= bound * (1 + 1e-6) + 1e-12
    assert np.all(off <= half)
    print(f"SIL m 8, tau {tau}, {name}: error {error:.2e}, bound {bound:.2e}")
    print("  beta_1..5 (hartree) " + " ".join(f"{b:.4f}" for b in off[:5]))
    if name == "coherent":
        mean_n = shift ** 2 / 2
        assert np.allclose(off[:5], np.sqrt(mean_n * np.arange(1, 6)), rtol=1e-6)

step, off = lanczos_step(grid_h, states["random"], 0.1, 24)
error = np.linalg.norm(step - exact(states["random"], 0.1))
assert error <= 4 * np.sum(np.abs(jv(np.arange(24, 120), half * 0.1))) + 1e-12

# One site of a tight-binding ring with band [-1, 1]: no gain from adaptivity.
ring, ring_alpha = 400, 40.0
site = np.zeros(ring, complex)
site[0] = 1


def ring_h(v):
    return 0.5 * (np.roll(v, 1) + np.roll(v, -1))


band = np.cos(2 * np.pi * np.arange(ring) / ring)
ring_exact = np.fft.ifft(np.exp(-1j * ring_alpha * band) * np.fft.fft(site))
ring_j = jv(np.arange(200), ring_alpha)
print(f"ring, alpha {ring_alpha:.0f}: m, Chebyshev error (K = m-1), Lanczos error")
for m in (20, 50, 60):
    old, now = site, ring_h(site)
    total = ring_j[0] * old - 2j * ring_j[1] * now
    for k in range(2, m):
        old, now = now, 2 * ring_h(now) - old
        total = total + 2 * (-1j) ** k * ring_j[k] * now
    cheb_error = np.linalg.norm(total - ring_exact)
    limit = math.sqrt(2 * np.sum(ring_j[m:] ** 2))
    assert abs(cheb_error - limit) < 1e-11
    step, off = lanczos_step(ring_h, site, ring_alpha, m)
    sil_error = np.linalg.norm(step - ring_exact)
    assert limit - 1e-11 <= sil_error <= 4 * np.sum(np.abs(ring_j[m:])) + 1e-11
    print(f"  {m} {cheb_error:.2e} {sil_error:.2e}")


# ---------- operation counts at equal final error ----------
def run_sil(psi, m, steps):
    for _ in range(steps):
        psi, _off = lanczos_step(grid_h, psi, total_time / steps, m)
    return psi


def fewest_steps(psi, reference, m):
    def passes(steps):
        return np.linalg.norm(run_sil(psi, m, steps) - reference) <= target
    good = 1
    while not passes(good):
        good *= 2
    fail = good // 2
    while good - fail > 1:
        middle = (good + fail) // 2
        if passes(middle):
            good = middle
        else:
            fail = middle
    return good


angles = np.arccos((energy - mid) / half)
spectral_sum = np.cumsum(weights[:, None] * np.cos(np.outer(orders, angles)), axis=0)
spectral_error = np.abs(spectral_sum - np.exp(-1j * alpha * np.cos(angles)))
apply_cost = 10 * int(math.log2(N)) + 6
print(f"real operations per H application {apply_cost * N}")
print(f"order from the a priori bound {order_from_bound(alpha, target)}")
sil_applies, cheb_applies = {}, {}
for name, psi in states.items():
    reference = exact(psi, total_time)
    populations = np.abs(vectors.T @ psi) ** 2
    errors = np.sqrt(spectral_error ** 2 @ populations)
    assert errors.min() < target
    K = int(np.argmax(errors <= target))
    reset()
    result = chebyshev(psi, total_time, K, low, high)
    assert np.linalg.norm(result - reference) <= 1.01 * target
    assert ledger["applies"] == K
    assert ledger["flops"] == (K * apply_cost + 6 * K + 10) * N
    cheb_applies[name] = K
    print(f"{name}: Chebyshev, H applications {K}, Mflop {ledger['flops'] / 1e6:.3f}")
    for m in (10, 20, 40):
        steps = fewest_steps(psi, reference, m)
        reset()
        result = run_sil(psi, m, steps)
        assert np.linalg.norm(result - reference) <= target
        assert ledger["applies"] == m * steps
        assert ledger["flops"] == steps * (m * apply_cost + 26 * m - 6) * N
        sil_applies[name, m] = m * steps
        print(f"  SIL m {m}, steps {steps}, R tau {alpha / steps:.2f}, "
              f"H applications {m * steps}, Mflop {ledger['flops'] / 1e6:.3f}")

for m in (10, 20, 40):
    assert sil_applies["coherent", m] < sil_applies["random", m]
    assert sil_applies["random", m] > cheb_applies["random"]

print("ALL CHECKS PASSED")
```

Printed output:

```
grid points 128, length 24.0 bohr, spacing 0.1875 bohr
propagation time 2.0 a.u., displacement 3.0 bohr
target final error 1e-08
max kinetic 140.368, max potential 72.000 hartree
true spectrum 0.5000 to 197.507 hartree
half width used R 106.184 hartree, alpha = R t 212.368
K/alpha, K, uniform error, Parseval lower limit, upper bound:
  0.50 106 1.20e+00 8.15e-01 none
    arccos estimate of the lower limit 0.817
  0.90 191 1.21e+00 5.26e-01 none
    arccos estimate of the lower limit 0.537
  1.00 212 3.59e-01 1.63e-01 1.16e+00
  1.05 223 1.34e-02 7.01e-03 2.46e-02
  1.10 234 1.23e-04 6.95e-05 2.07e-04
  1.15 244 6.68e-07 3.91e-07 1.07e-06
  1.20 255 8.79e-10 5.31e-10 1.36e-09
ratio J_(k+1)/J_k and its bound at k/alpha:
  1.1 0.6288 0.6328
  1.5 0.3794 0.3797
  2.0 0.2670 0.2670
alpha, order K from bound for 1e-8, edge-law K, K/alpha:
  10 25 25.6 2.5000
  100 131 133.7 1.3100
  1000 1067 1072.5 1.0670
  10000 10144 10156.3 1.0144
K 266: error against analytic state 2.9e-13
upper end at 0.9 of true maximum, K 215: error 2.5e+51
SIL m 8, tau 0.1, coherent: error 2.00e-08, bound 2.04e-08
  beta_1..5 (hartree) 2.1213 3.0000 3.6742 4.2426 4.7434
SIL m 8, tau 0.02, random: error 2.02e-05, bound 2.21e-05
  beta_1..5 (hartree) 44.9651 50.9122 47.8258 51.4073 55.7457
ring, alpha 40: m, Chebyshev error (K = m-1), Lanczos error
  20 8.28e-01 1.16e+00
  50 1.10e-03 1.21e-03
  60 1.99e-07 2.13e-07
real operations per H application 9728
order from the a priori bound 252
coherent: Chebyshev, H applications 250, Mflop 2.625
  SIL m 10, steps 41, R tau 5.18, H applications 410, Mflop 5.321
  SIL m 20, steps 13, R tau 16.34, H applications 260, Mflop 3.385
  SIL m 40, steps 5, R tau 42.47, H applications 200, Mflop 2.607
random: Chebyshev, H applications 251, Mflop 2.636
  SIL m 10, steps 233, R tau 0.91, H applications 2330, Mflop 30.242
  SIL m 20, steps 33, R tau 6.44, H applications 660, Mflop 8.592
  SIL m 40, steps 9, R tau 23.60, H applications 360, Mflop 4.693
ALL CHECKS PASSED
```
